# Dissociated Fraction of an Ideal Vapour of Dimers and Monomers: test program

```python
"""Dissociation of an ideal vapour of dimers D into monomers M, D <-> 2 M.

Result under test: alpha = sqrt(K / (K + 4 P)).
alpha : fraction of the original dimers that is dissociated
K     : p_M**2 / p_D, a pressure;  P : p_M + p_D, without carrier gas
The independent roads are direct minimization of the Gibbs energy and
explicit sums over the states of a finite number of molecules.
"""
import numpy as np
from scipy.constants import R, bar
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, factorial, xlogy


def alpha_formula(K, P):
    return np.sqrt(K / (K + 4 * P))


def gibbs_over_rt(alpha, reaction_g_over_rt, pressure, inert=0.0):
    """Gibbs energy / RT per mole of original dimer, up to a constant."""
    amounts = np.array([1 - alpha, 2 * alpha, inert])
    partial = amounts / amounts.sum() * pressure / bar
    return alpha * reaction_g_over_rt + xlogy(amounts, partial).sum()


def alpha_minimized(reaction_g_over_rt, pressure, inert=0.0):
    result = minimize_scalar(
        gibbs_over_rt, bounds=(0.0, 1.0), method="bounded",
        args=(reaction_g_over_rt, pressure, inert),
        options={"xatol": 1e-11, "maxiter": 500})
    assert result.success
    return result.x


def alpha_ensemble(number, K_over_P):
    """Mean dissociated fraction for a finite number of original dimers."""
    j = np.arange(number + 1)
    log_weight = (gammaln(number + j + 1) - gammaln(number - j + 1)
                  - gammaln(2 * j + 1) + j * np.log(K_over_P))
    weight = np.exp(log_weight - log_weight.max())
    return (j * weight).sum() / weight.sum() / number


# Model parameters
T = 400.0             # K
P = 100.0             # Pa
enthalpy = 80e3       # J/mol
entropy = 150.0       # J/(mol K)
energy_error = 5e3    # J/mol
inert_ratio = 9.0     # moles of carrier per mole of original dimer
P_total = 1000.0      # Pa, mixture with carrier gas

g_reaction = enthalpy - T * entropy
g_rt = g_reaction / (R * T)
K = bar * np.exp(-g_rt)
alpha = alpha_formula(K, P)

# Main formula against Gibbs minimization over a wide pressure range
pressures = [1.0, 10.0, 100.0, 1000.0, 10000.0]
minimized = [alpha_minimized(g_rt, p) for p in pressures]
for p, a_min in zip(pressures, minimized):
    assert abs(a_min - alpha_formula(K, p)) < 1e-6

# Mass action from the minimized composition
a_min = alpha_minimized(g_rt, P)
p_monomer = 2 * a_min / (1 + a_min) * P
p_dimer = (1 - a_min) / (1 + a_min) * P
assert abs(p_monomer**2 / p_dimer / K - 1) < 1e-5

# Slope and curvature of the Gibbs energy away from equilibrium
h = 1e-4
for a in (0.2, 0.5, 0.8):
    low, mid, high = [gibbs_over_rt(x, g_rt, P) for x in (a - h, a, a + h)]
    pm, pd = 2 * a / (1 + a) * P, (1 - a) / (1 + a) * P
    slope = g_rt + 2 * np.log(pm / bar) - np.log(pd / bar)
    assert abs((high - low) / (2 * h) - slope) < 1e-5
    curvature = 2 / (a * (1 - a**2))
    assert abs((high - 2 * mid + low) / h**2 / curvature - 1) < 1e-4

# Limits and half dissociation, again from minimization
P_low, P_high, P_half = 1e-3 * K, 1e4 * K, 0.75 * K
assert abs((1 - alpha_minimized(g_rt, P_low)) / (2 * P_low / K) - 1) < 0.01
assert abs(alpha_minimized(g_rt, P_high)
           / (0.5 * np.sqrt(K / P_high)) - 1) < 1e-3
assert abs(alpha_minimized(g_rt, P_half) - 0.5) < 1e-6

# Volume integration of canonical weights for three original dimers
kT, z_dimer, z_monomer, p_model, n_small = 1.3, 0.4, 0.7, 0.9, 3
weights = []
for j in range(n_small + 1):
    def integrand(V):
        return (np.exp(-p_model * V / kT)
                * (z_dimer * V)**(n_small - j) / factorial(n_small - j)
                * (z_monomer * V)**(2 * j) / factorial(2 * j))
    weights.append(quad(integrand, 0, np.inf, epsabs=1e-10)[0])
mean_small = np.dot(np.arange(n_small + 1), weights) / sum(weights) / n_small
K_model = kT * z_monomer**2 / z_dimer
assert abs(mean_small - alpha_ensemble(n_small, K_model / p_model)) < 1e-7

# Large-number limit of the ensemble sum
numbers = [20, 200, 2000, 20000]
ensemble = [alpha_ensemble(n, K / P) for n in numbers]
deviations = np.abs(np.array(ensemble) - alpha)
assert deviations[-1] < 1e-4
assert 8 < deviations[1] / deviations[2] < 12

# Sensitivity to ln K and to the dissociation energy
step = 0.01
numeric_slope = (alpha_minimized(g_rt - step, P)
                 - alpha_minimized(g_rt + step, P)) / (2 * step)
sensitivity = alpha * (1 - alpha**2) / 2
assert abs(numeric_slope - sensitivity) < 1e-4
log_shift = energy_error / (R * T)
alpha_stronger = alpha_formula(K * np.exp(-log_shift), P)
alpha_weaker = alpha_formula(K * np.exp(log_shift), P)
assert abs(alpha_minimized(g_rt + log_shift, P) - alpha_stronger) < 1e-6
assert abs(alpha_minimized(g_rt - log_shift, P) - alpha_weaker) < 1e-6

# Carrier gas: closed root, minimization, and main formula with own pressure
a2, a1, a0 = K + 4 * P_total, K * inert_ratio, -K * (1 + inert_ratio)
alpha_carrier = (-a1 + np.sqrt(a1**2 - 4 * a2 * a0)) / (2 * a2)
a_carrier_min = alpha_minimized(g_rt, P_total, inert_ratio)
P_own = P_total * (1 + a_carrier_min) / (1 + a_carrier_min + inert_ratio)
alpha_naive = alpha_formula(K, P_total)
assert abs(alpha_carrier - a_carrier_min) < 1e-6
assert abs(alpha_formula(K, P_own) - a_carrier_min) < 1e-6
assert abs(alpha_naive - a_carrier_min) > 0.1

print(f"Temperature: {T:.0f} K")
print(f"Precursor pressure P: {P:.0f} Pa")
print(f"Standard pressure: {bar:.0f} Pa")
print(f"Dissociation enthalpy: {enthalpy / 1e3:.0f} kJ/mol")
print(f"Dissociation entropy: {entropy:.0f} J/(mol K)")
print(f"Dissociation Gibbs energy: {g_reaction / 1e3:.1f} kJ/mol")
print(f"RT: {R * T / 1e3:.4f} kJ/mol")
print(f"Gibbs energy / RT: {g_rt:.4f} (dimensionless)")
print(f"K / standard pressure: {K / bar:.4e} (dimensionless)")
print(f"K: {K:.2f} Pa")
print(f"alpha from formula: {alpha:.4f} (dimensionless)")
print(f"alpha from Gibbs minimization: {a_min:.4f} (dimensionless)")
print(f"Monomer partial pressure: {p_monomer:.2f} Pa")
print(f"Dimer partial pressure: {p_dimer:.2f} Pa")
print(f"Monomer mole fraction: {p_monomer / P:.4f} (dimensionless)")
print(f"Pressure for half dissociation: {P_half:.2f} Pa")
for p, a in zip(pressures, minimized):
    print(f"alpha minimized at P = {p:.0f} Pa: {a:.4f} (dimensionless)")
for n, a in zip(numbers, ensemble):
    print(f"Ensemble mean for N = {n}: {a:.5f} (dimensionless)")
print(f"d alpha / d ln K: {sensitivity:.4f} (dimensionless)")
print(f"Energy change: {energy_error / 1e3:.0f} kJ/mol")
print(f"Size of change in ln K: {log_shift:.4f} (dimensionless)")
print(f"Linear change in alpha, size: {sensitivity * log_shift:.4f} "
      "(dimensionless)")
print(f"alpha, energy raised: {alpha_stronger:.4f} (dimensionless)")
print(f"alpha, energy lowered: {alpha_weaker:.4f} (dimensionless)")
print(f"Carrier ratio r: {inert_ratio:.0f} mol/mol")
print(f"Total pressure with carrier: {P_total:.0f} Pa")
print(f"Precursor pressure with carrier: {P_own:.2f} Pa")
print(f"alpha with carrier: {alpha_carrier:.4f} (dimensionless)")
print(f"alpha if total pressure is misused: {alpha_naive:.4f} "
      "(dimensionless)")
print("verified")
```

Output:

```
Temperature: 400 K
Precursor pressure P: 100 Pa
Standard pressure: 100000 Pa
Dissociation enthalpy: 80 kJ/mol
Dissociation entropy: 150 J/(mol K)
Dissociation Gibbs energy: 20.0 kJ/mol
RT: 3.3258 kJ/mol
Gibbs energy / RT: 6.0136 (dimensionless)
K / standard pressure: 2.4452e-03 (dimensionless)
K: 244.52 Pa
alpha from formula: 0.6159 (dimensionless)
alpha from Gibbs minimization: 0.6159 (dimensionless)
Monomer partial pressure: 76.23 Pa
Dimer partial pressure: 23.77 Pa
Monomer mole fraction: 0.7623 (dimensionless)
Pressure for half dissociation: 183.39 Pa
alpha minimized at P = 1 Pa: 0.9919 (dimensionless)
alpha minimized at P = 10 Pa: 0.9270 (dimensionless)
alpha minimized at P = 100 Pa: 0.6159 (dimensionless)
alpha minimized at P = 1000 Pa: 0.2400 (dimensionless)
alpha minimized at P = 10000 Pa: 0.0779 (dimensionless)
Ensemble mean for N = 20: 0.62186 (dimensionless)
Ensemble mean for N = 200: 0.61653 (dimensionless)
Ensemble mean for N = 2000: 0.61600 (dimensionless)
Ensemble mean for N = 20000: 0.61595 (dimensionless)
d alpha / d ln K: 0.1911 (dimensionless)
Energy change: 5 kJ/mol
Size of change in ln K: 1.5034 (dimensionless)
Linear change in alpha, size: 0.2873 (dimensionless)
alpha, energy raised: 0.3459 (dimensionless)
alpha, energy lowered: 0.8563 (dimensionless)
Carrier ratio r: 9 mol/mol
Total pressure with carrier: 1000 Pa
Precursor pressure with carrier: 146.34 Pa
alpha with carrier: 0.5428 (dimensionless)
alpha if total pressure is misused: 0.2400 (dimensionless)
verified
```
